Onsager matrix of two species in single file on a ring

**Problem**

A periodic ring has M sites of spacing a and length ℓ = Ma. It holds N_A particles of species A and N_B of species B, at least one of each, and N = N_A + N_B < M. A site holds at most one particle. A particle of species i hops to its left or right neighbour site at rate w_i > 0 in each direction, provided that site is empty. Particles never pass or exchange places, and apart from site blocking they do not interact.

Let R_i(t) be the sum of the displacements of all particles of species i since time 0, counted without folding back after a full turn. The ring starts in equilibrium. The long-time Onsager matrix is

L_ij = lim ⟨R_i R_j⟩ / (2 t ℓ k_BT),  t → ∞ at fixed M.

(a) Show that L has rank one, with entries proportional to N_i N_j. (b) Find the factor of proportionality. (c) Find how the limit is approached. (d) Evaluate the result for M = 8, N_A = 3, N_B = 2, with the parameters given below.

The motion is classical. No ħ, charge or mass appears, so the equations read the same in atomic units, with k_BT an energy.

**First estimate by scaling**

A lone particle hopping at rate w each way has ⟨x²⟩ = 2wa²t, hence diffusion coefficient wa² and friction k_BT/(wa²). Since nobody passes, suppose that the whole row moves like a train. The frictions then add:

total friction ≈ (k_BT/a²) S,  S = N_A/w_A + N_B/w_B.

Hops succeed only into empty sites, and a fraction 1 − N/M of the sites is empty. The train should therefore diffuse with

D_est = a² (1 − N/M) / S.

If every particle shares the train's displacement, R_i ≈ N_i × (train displacement), which suggests L_ij ≈ N_i N_j D_est/(ℓ k_BT). Two points remain open: the row is not rigid, and the vacancy factor is a guess.

**Exact solution**

*The row stays together.* Number the particles k = 1…N in order around the ring, with unwrapped positions x_k. For k < l, at least l − k spacings separate x_k from x_l. The other N − l + k spacings, at least, lie on the remaining arc of the ring. Therefore

(l − k)a ≤ x_l − x_k ≤ (M − N + l − k)a.

The distance can change by no more than the width of this range. At all times the displacements Δx_k of any two particles thus differ by at most

b = (M − N)a.

*A coordinate without drift.* Define the weighted mean displacement

Z = (1/S) Σ_k Δx_k/w_k,

where w_k is the rate of particle k, so that Σ_k 1/w_k = S. Let r_k = 1 if the site to the right of particle k is empty and 0 otherwise, and l_k likewise for the left. Particle k has mean velocity a w_k (r_k − l_k) in a given configuration, so Z has the mean velocity

(a/S) Σ_k (r_k − l_k) = 0.

The sum vanishes because the gap to the right of one particle is the gap to the left of the next: each open gap is counted once with each sign.

*The spread of Z.* A hop of particle k changes Z by δ = ±a/(w_k S), and Z² by 2Zδ + δ². Averaged over the possible hops, the first term vanishes in every configuration, by the previous result. The second gives

d⟨Z²⟩/dt = Σ_k w_k ⟨r_k + l_k⟩ a²/(w_k² S²) = 2pa²/S,

where p is the equilibrium probability that a given neighbour site is empty.

*The vacancy factor.* Every hop and its reverse have equal rates, so all configurations with a given cyclic order are equally likely. A configuration is fixed by the site of particle 1 and by N gaps g_k ≥ 0 with sum M − N. There are C(M−1, N−1) sets of gaps, where C is the binomial coefficient. Of these, C(M−2, N−2) have a chosen gap equal to zero. The ratio is (N−1)/(M−1), and

p = 1 − (N−1)/(M−1) = (M−N)/(M−1).

Hence, at every time,

⟨Z²⟩ = 2D_c t,  D_c = a² (M−N) / [(M−1)(N_A/w_A + N_B/w_B)].

The order of the species along the ring does not enter.

*The covariance matrix.* Let X = R_A/N_A − R_B/N_B be the difference of the mean displacements, and let q_i = (N_i/w_i)/S, so that q_A + q_B = 1. Then Z = q_A R_A/N_A + q_B R_B/N_B, which inverts to

R_A = N_A (Z + q_B X),  R_B = N_B (Z − q_A X).

The cross average ⟨ZX⟩ vanishes, as follows. X is the change g(t) − g(0) of a function g of the configuration, the mean A position minus the mean B position. Since Z has no drift from any starting configuration, ⟨Z g(0)⟩ = 0. In equilibrium a path and its reverse are equally likely; reversal turns Z into −Z and swaps g(0) with g(t), so ⟨Z g(t)⟩ = −⟨Z g(0)⟩ = 0. Therefore

⟨R_A²⟩ = N_A² (2D_c t + q_B² ⟨X²⟩),
⟨R_B²⟩ = N_B² (2D_c t + q_A² ⟨X²⟩),
⟨R_A R_B⟩ = N_A N_B (2D_c t − q_A q_B ⟨X²⟩).

Both means lie within the range spanned by the individual displacements, so |X| ≤ b. The terms in ⟨X²⟩ stay bounded while 2D_c t grows. Dividing by 2tℓk_BT and letting t → ∞ gives

L_ij = N_i N_j D_c / (ℓ k_BT).

This is a positive number times the product of the vector (N_A, N_B) with itself. One eigenvalue is zero and the other is (N_A² + N_B²) D_c/(ℓ k_BT) > 0, so the rank is one. At finite time each entry differs from its limit, relative to that limit, by at most b²/(2D_c t).

**What the matrix says about fluxes**

Let a force F_k act on particle k and change its rates to w_k exp(±F_k a/2k_BT). To first order in the forces, the mean velocity of Σ_k x_k/w_k is

a Σ_k (r_k − l_k) + (a²/2k_BT) Σ_k F_k (r_k + l_k).

The first sum is still zero in every configuration, so the disturbed distribution does not matter there. In the second, r_k + l_k may be replaced by its equilibrium mean 2p. In the steady state all particles share one mean velocity V, because their displacements differ by at most b. Thus VS = (pa²/k_BT) Σ_k F_k, or

V = (D_c/k_BT)(N_A F_A + N_B F_B).

The flux J_i = N_i V/ℓ equals Σ_j L_ij F_j with the matrix found above. A force on A alone drags B along, with J_B/J_A = N_B/N_A.

Forces with N_A F_A + N_B F_B = 0 drive nothing, and this holds beyond linear order. When the labelled particles return to their starting sites, all have made the same number n of turns, since b < ℓ. The work done is nℓ(N_A F_A + N_B F_B) = 0. The product of the rates around any closed loop then equals that of the reversed loop, so the steady state obeys detailed balance and carries no flux.

Because L has no inverse, the two forces cannot be recovered from the two fluxes. Because ⟨X²⟩/(2t) → 0, the species do not interdiffuse.

**Limiting cases**

On a full ring, M = N, nothing moves and L = 0. If w_A → ∞, D_c tends to a² p w_B/N_B: the fast species adds no friction but still occupies sites. If w_B → 0, D_c → 0 and the slow species stops both.

For a large ring at fixed fractions c_i = N_i/M and c = c_A + c_B, the matrix stays finite:

L_ij → a c_i c_j (1 − c) / [k_BT (c_A/w_A + c_B/w_B)].

The time b²/(2D_c), at which the bound on the relative error has fallen to 100%, meanwhile grows as M³. The proof given here therefore takes t → ∞ before M → ∞; the actual approach is faster, by a factor that depends on the order of the species. With the rates of the example below and 320 sites, ⟨X²⟩/(2D_c), taken with the long-time value of ⟨X²⟩, is about 0.8 μs if the order AABAB repeats and 1.8 ms if the species are fully separated, against 0.8 s from the bound.

**Worked example**

The parameters are rough values in the regime of lithium (A) and sodium (B) sharing the one-dimensional channels of olivine iron phosphate: a = 0.3 nm, barriers 0.3 and 0.4 eV, attempt frequency 10¹³ Hz, T = 300 K, k_BT = 0.02585 eV. The uniform filling of 5/8 is chosen for illustration, not taken from the material. Rates of the form (attempt frequency) × exp(−barrier/k_BT) are w_A = 9.12×10⁷ s⁻¹ and w_B = 1.91×10⁶ s⁻¹. Then

S = 3/(9.12×10⁷) + 2/(1.907×10⁶) = 0.033 + 1.049 = 1.082 μs.

Sodium supplies 97% of the friction. With p = 3/7,

D_c = 0.09 nm² × 0.4286 / (1.082×10⁻⁶ s) = 3.57×10⁴ nm²/s = 3.57×10⁻¹⁰ cm²/s.

With ℓk_BT = 2.4 × 0.02585 = 0.0620 eV nm, the entries are

L_AA = 9 × 3.57×10⁴/0.0620 = 5.17×10⁶ nm/(eV s),
L_AB = 3.45×10⁶ nm/(eV s),
L_BB = 2.30×10⁶ nm/(eV s),

in the ratio 9 : 6 : 4. In linear response, a force of 1 meV/nm on lithium alone drives about 5200 lithium and 3400 sodium ions per second past a point.

The same matrix was computed without the formula, from the long-time covariance over all configurations of this ring. Its smaller eigenvalue was 3×10⁻¹⁵ of the larger, which is rounding error.

**Comparison of estimate and solution**

The estimate gives

D_est = 0.09 × 0.375/(1.082×10⁻⁶) = 3.12×10⁴ nm²/s,

which is 7/8 of the exact value. In general D_est/D_c = (M−1)/M. The train picture has the right friction and the right matrix structure. It errs in letting a particle's own site count among the candidates for an empty neighbour; only the other M − 1 sites can be empty. At M = 320 with the same composition the difference is 0.3%.

The estimate is silent about time. The correlation coefficient ⟨R_A R_B⟩/√(⟨R_A²⟩⟨R_B²⟩) must reach 1 for rank one. Unlike the limit, the approach depends on the order of the species; the numbers here are for the cyclic order AABAB. The slowest relaxation that affects X takes τ = 27 ns, yet at t = τ the coefficient is only 0.14. It is 0.91 at 100τ and 0.999 at 10⁴τ. The covariance formulas explain the delay: X soon levels off at an rms value of 0.2 nm, but the slow common motion must still outgrow it. At 100τ = 2.7 μs, 2D_c t = 0.194 nm², and the relative excess of the lithium entry is q_B²⟨X²⟩/(2D_c t) = 0.94 × 0.04/0.194 ≈ 0.19, as computed directly. The bound b²/(2D_c t) equals 4.2 there, so it is safe but loose. For the 320-site ring, b²/(2D_c) is 0.8 s, against 11 μs for eight sites.

**The model beside a real channel**

Real channels are usually much longer than this 2.4 nm ring. One with closed ends carries no lasting current; the ring stands for a closed loop in which the same ions circulate in a fixed order. It does not stand for a channel between two reservoirs: there, ions that leave are replaced by ions of either species, so the order is not kept and the two currents are no longer strictly locked together. Some drag survives and grows with the length: for an open channel at fillings 3/8 and 2/8, a weak force on A alone gives J_B/J_A = 0.005 at two sites and 0.06 at seven sites with the rates above (0.10 and 0.37 with equal rates), against 2/3 on the ring. The motion of electrons that accompanies lithium in the real material is left out and not sized here. Other omissions can be sized, again with rough parameters:

- A repulsion of 0.05 eV between neighbouring ions multiplies D_c of the eight-site ring by 1.07 if each hop rate gains a factor exp(−ΔE/2k_BT), with ΔE the energy change in the hop. Other rate rules with the same equilibrium give other factors and can even reverse the effect: with the factor min[1, exp(−ΔE/k_BT)] instead, D_c is multiplied by 0.80. If the repulsion raises the energy of the occupied site but not that of the barrier top, so that an ion with a neighbour behind it hops faster by exp(0.05 eV/k_BT), D_c is multiplied by 5.4. The size of this effect is therefore set by the rate rule. The rank stays one, since the bound b rests on the order of the particles alone.
- Of the effects listed here, a slow defect ion changes D_c most. The derivation of D_c holds for any set of rates, with S the sum of all 1/w_k. One ion with a 0.6 eV barrier, placed on an empty site of the eight-site ring, multiplies D_c by 6×10⁻⁴. That is a very high defect density, but the ion's 1/w of about 1.2 ms also exceeds the 0.043 ms of all 200 other ions on the 320-site ring, where D_c would fall about thirtyfold.
- Lithium–sodium exchange over a 0.7 eV barrier, 17 s⁻¹ per neighbouring pair on the eight-site ring, breaks the fixed order. X then spreads without limit. ⟨X²⟩ reaches twice its bounded value after about 6 ms if the ring starts in the order AABAB, 23 ms if it starts in AAABB, and 13 ms if it starts in the equilibrium mixture of the two orders. The rank becomes two, though barely: one minus the squared correlation coefficient settles at 7×10⁻⁵. The entries hardly change, but interdiffusion is no longer zero.
- The leading tunnelling correction, 1 + (hν/k_BT)²/24 with the barrier frequency ν set equal to the attempt frequency, raises both rates, and so D_c, by 11%. The quantised vibration of the ion in its well is not included in this factor; for a harmonic well of the same frequency it would raise the rates by about as much again.

The remaining values are listed in the numerical output.

Computed values

```
species 1 = Li, species 2 = Na; rough parameters
temperature: 300 K
kT: 0.025852 eV
site spacing: 0.3 nm
attempt frequency: 1e+13 Hz
barrier Li: 0.3 eV
barrier Na: 0.4 eV
sites, Li, Na: 8 3 2
ring length: 2.4 nm
hop rate Li, each way: 9.1248e+07 1/s
hop rate Na, each way: 1.9068e+06 1/s
probability right site free: 0.42857
D_c: 3.5656e-10 cm2/s
D_c converted: 3.5656e+06 angstrom2/s
L LiLi: 5.1721e+06 nm/(eV s)
L LiNa: 3.448e+06 nm/(eV s)
L NaNa: 2.2987e+06 nm/(eV s)
L LiNa converted: 3.448e+07 angstrom/(eV s)
|small/large eigenvalue|: 3.3e-15
worst relative error, five test rings: 1.8e-14
force on Li only: 0.001 eV/nm
Li flux: 5172.1 1/s
Na flux: 3448 1/s
largest displacement difference seen: 0.9 nm
rms plateau of mean Li-Na difference: 0.2 nm
relaxation time tau: 2.7177e-08 s
t/tau 0.01: correlation 0.001941, max rel. error 31.5
t/tau 1: correlation 0.137781, max rel. error 14.5
t/tau 100: correlation 0.909492, max rel. error 0.194
t/tau 10000: correlation 0.998969, max rel. error 0.00194
time b^2/(2 D_c): 1.1359e-05 s
long ring, sites: 320
long ring D_c: 7.8241e-12 cm2/s
long ring L LiNa: 3.0265e+06 nm/(eV s)
long ring b^2/(2 D_c): 0.82821 s
neighbour repulsion: 0.05 eV
D_c ratio with repulsion: 1.0708
slow defect barrier: 0.6 eV
D_c ratio with one slow defect: 0.00059993
exchange barrier: 0.7 eV
exchange rate: 17.399 1/s
1 - correlation^2 with exchange: 6.6919e-05
time when exchange matters: 0.0083818 s
1 - correlation^2, exchange at Li hop rate: 0.11667
leading tunnelling factor on rates: 1.1066
```
